# Optical Signal-to-Noise Ratio of a Ten-Span Amplified Fibre Link

## Problem

A transmitter launches one wavelength channel at 1550 nm into a fibre link with a power of 0 dBm, which is 1 mW. The link has ten spans, each with a loss of 20 dB. Each span is followed by an amplifier with a gain of 20 dB and a noise figure of 5 dB. Find the optical signal-to-noise ratio (OSNR) after the tenth amplifier, referred to a bandwidth of 0.1 nm.

The following conventions fix the question.

- The OSNR is the whole power of the channel divided by the power of amplified spontaneous emission (ASE) within 0.1 nm. The ASE of both polarizations is counted.
- The light leaving the transmitter carries no ASE, so there are ten noisy amplifiers.
- Fibre and amplifiers are linear: the signal does not change the gain, and the fibre only attenuates.

Let $P$ be the launch power, $N$ the number of spans, $G$ the gain of an amplifier and the loss factor of a span, $F$ the noise figure as a plain ratio, $\nu$ the optical frequency and $B$ the reference bandwidth in hertz. Here $G=10^{20/10}=100$ and $F=10^{5/10}=3.162$.

## First estimate by scaling

The natural unit of optical noise is one photon per mode. A band $B$ passes about $B$ modes per second, so this unit corresponds to the power $h\nu B$. Suppose that an amplifier behaves as if noise of about $F h\nu B$ entered at its input, where the signal has fallen to $P/G$. One amplifier then gives a ratio of about $P/(GFh\nu B)$. Signal and noise suffer the same loss and gain afterwards, so the noise powers of $N$ amplifiers add:

$$
\mathrm{OSNR}\sim\frac{P}{N F G\,h\nu B}.
$$

At 1550 nm a photon carries about $1.28\times10^{-19}$ J, and 0.1 nm corresponds to about 12.5 GHz. Their product is 1.6 nW, or $-58$ dBm. In decibels the estimate is

$$
0+58-5-20-10=23\ \text{dB}.
$$

The scaling argument does not fix the numerical coefficient. A missing factor of 2, for instance from the two polarizations, would shift the answer by 3 dB. The coefficient has to come from the way an amplifier makes noise.

## Exact solution of the linear model

### Photons added to one mode

Consider one mode containing $n$ photons as it travels a distance $z$ through an amplifier. Excited atoms add a photon at the rate $a(n+1)$ per unit length, where the 1 is spontaneous emission. Unexcited atoms remove one at the rate $bn$. The coefficients $a$ and $b$ are taken as constant along the amplifier. The mean $m=\langle n\rangle$ obeys

$$
\frac{dm}{dz}=\langle a(n+1)-bn\rangle=(a-b)m+a .
$$

Define $g=a-b$ and the spontaneous-emission factor $n_{\rm sp}=a/g$. Then $d(m+n_{\rm sp})/dz=g(m+n_{\rm sp})$, so $m+n_{\rm sp}$ grows by the factor $G=e^{g\ell}$ over the amplifier length $\ell$. For an input mean $m_0$,

$$
m=Gm_0+M,\qquad M=n_{\rm sp}(G-1).
$$

The amplifier therefore adds $M$ photons to each mode on average. Its data sheet gives $F$, however, and not $n_{\rm sp}$. To connect them we need the fluctuations.

### Variance and noise figure

An emission changes $n^2$ by $2n+1$, and an absorption changes it by $-2n+1$. Hence

$$
\begin{aligned}
\frac{d\langle n^2\rangle}{dz}
&=\langle a(n+1)(2n+1)+bn(1-2n)\rangle\\
&=2g\langle n^2\rangle+(3a+b)m+a .
\end{aligned}
$$

For the variance $V=\langle n^2\rangle-m^2$ we subtract $2m\,dm/dz=2gm^2+2am$:

$$
\frac{dV}{dz}=2gV+(a+b)m+a .
$$

Use the gain accumulated so far, $x=e^{gz}$, as the variable, so that $d/dz=gx\,d/dx$. Since $a=n_{\rm sp}g$ and $b=(n_{\rm sp}-1)g$, division by $g$ gives

$$
x\frac{dV}{dx}-2V=(2n_{\rm sp}-1)m+n_{\rm sp}.
$$

The left side equals $x^3\,d(V/x^2)/dx$. On the right we insert $m=x(m_0+n_{\rm sp})-n_{\rm sp}$:

$$
\frac{d}{dx}\frac{V}{x^2}
=\frac{(2n_{\rm sp}-1)(m_0+n_{\rm sp})}{x^2}
+\frac{2n_{\rm sp}(1-n_{\rm sp})}{x^3}.
$$

The input is coherent light, whose photon number has a Poisson distribution, so $V=m_0$ at $x=1$. Integrating from $x=1$ to $x=G$ and multiplying by $G^2$ gives

$$
\begin{aligned}
V={}&G^2m_0+(2n_{\rm sp}-1)(m_0+n_{\rm sp})G(G-1)\\
&+n_{\rm sp}(1-n_{\rm sp})(G^2-1).
\end{aligned}
$$

The terms with $m_0$ have the coefficient

$$
G\left[G+(2n_{\rm sp}-1)(G-1)\right]=G\left[1+2n_{\rm sp}(G-1)\right]=G(1+2M).
$$

The remaining terms are

$$
\begin{aligned}
&n_{\rm sp}(G-1)\left[(2n_{\rm sp}-1)G+(1-n_{\rm sp})(G+1)\right]\\
&\quad=M\left[n_{\rm sp}G+1-n_{\rm sp}\right]=M(M+1).
\end{aligned}
$$

Thus

$$
V=Gm_0(1+2M)+M(M+1).
$$

The term $2GMm_0$ is the beat noise between signal and ASE. The last term is the noise of the ASE alone.

The noise figure is the ratio of input to output signal-to-noise ratio for an ideal photon counter. At the input this ratio is $m_0^2/m_0=m_0$; at the output it is $(Gm_0)^2/V$. Therefore

$$
\frac{m_0V}{G^2m_0^2}=\frac{1+2M}{G}+\frac{M(M+1)}{G^2m_0}
\;\longrightarrow\;F=\frac{1+2M}{G}
$$

for a large input signal, which is the condition under which $F$ is defined. Solving for the added photons gives

$$
2M=FG-1 .
$$

The relation does not depend on $a$ and $b$ being constant. If they vary with $z$, including passive sections with $a=0$, then $dG/dz=gG$ and $dM/dz=gM+a$, and substitution shows that $V=Gm_0(1+2M)+M(M+1)$ still solves the equation for $dV/dz$. A numerical solution of the equation for the full photon-number distribution tests the result for constant $a$ and $b$. With $G=4$ and $n_{\rm sp}=1.592$ it gives $F=2.638$, as does the formula.

In the link, the signal brings about 1560 photons per mode to each amplifier if it fills a 50 GHz slot in one polarization. The dropped term would then add 0.0016 to $F=3.162$, which is negligible.

### From one mode to ASE power

Consider light that repeats after a long time $T$. Its allowed frequencies are spaced by $1/T$, so a band $B$ contains $BT$ modes in each polarization, or $B$ modes per second. Each carries $M$ added photons of energy $h\nu$. With two polarizations, one amplifier emits

$$
P_{\rm ASE}=2M\,h\nu B=(FG-1)h\nu B .
$$

### Ten spans

Let $M_k$ be the mean number of ASE photons per mode after amplifier $k$. The next span divides it by $G$, and the next amplifier multiplies it by $G$ and adds $M$:

$$
M_{k+1}=G\,\frac{M_k}{G}+M=M_k+M,\qquad M_0=0 .
$$

So $M_N=NM$, while the signal returns to $P$ after every amplifier. The result is

$$
\boxed{\mathrm{OSNR}=\frac{P}{N(FG-1)\,h\nu B}}
$$

The fibre itself is treated as adding no photons. At 300 K the thermal occupation of a mode at this frequency is $3.7\times10^{-14}$, which is negligible. A real fibre adds far more by spontaneous Raman scattering. With the Raman slope used in the last section, a rough estimate is 0.2 photons per mode at the end of the link for one channel, against $NM\approx1580$, so the omission is still harmless here. For the 80-channel comb considered there it is about 15 photons per mode, or 0.04 dB.

### Numbers

The bandwidth follows from $\nu=c/\lambda$. For a narrow band, $|d\nu|=c\,d\lambda/\lambda^2$, so $B=c\,\Delta\lambda/\lambda^2=12.478$ GHz. Then

$$
h\nu B=(1.2816\times10^{-19}\,\text{J})(12.478\times10^{9}\,\text{s}^{-1})=1.599\,\text{nW}.
$$

With $FG-1=315.23$, one amplifier emits $315.23\times1.599\,\text{nW}=0.504\,\mu\text{W}$ in the band, and ten emit $5.04\,\mu\text{W}$. Hence

$$
\mathrm{OSNR}=\frac{1000\,\mu\text{W}}{5.04\,\mu\text{W}}\approx198,
\qquad 10\log_{10}198\approx23.0\ \text{dB}.
$$

The OSNR is about 23 dB, as the estimate suggested.

## Comparison of estimate and solution

The two formulas differ by the replacement of $FG$ with $FG-1$. With unrounded inputs the estimate gives 22.961 dB and the solution 22.975 dB. The difference is

$$
-10\log_{10}\!\left(1-\frac{1}{FG}\right)=-10\log_{10}\!\left(1-\frac{1}{316.2}\right)\approx0.014\ \text{dB}.
$$

The 1 in $FG-1$ comes from the shot noise of the amplified signal. It contributes to the noise figure but is not ASE. This holds for $F$ as defined above, which includes the shot noise. If a noise figure is quoted without it, as $2M/G$, then $2M=FG$ and the estimate is already the exact result.

The coefficient of the estimate was right because two different factors of 2 match. In $F$, the factor 2 multiplying $M$ comes from the beat between the signal and the ASE in its own mode. In $P_{\rm ASE}$, the factor 2 counts polarizations. If the OSNR were defined with the ASE of one polarization, it would be 3 dB higher and the simple rule would need a correction.

The replacement fails when $FG=1+2M$ is not large compared with 1. At fixed $n_{\rm sp}$, an amplifier with $G$ close to 1 emits almost no ASE, since $M=n_{\rm sp}(G-1)$ tends to zero, yet $FG$ tends to 1. (If $G$ is near 1 only because $a$ and $b$ nearly cancel, $n_{\rm sp}$ is large and the ASE stays finite.) In either case the estimate assigns it an extra $h\nu B$ of noise that it does not produce, and this matters only when $2M$ is not large.

The solution also shows how much a better amplifier could bring. Net gain requires $a>b\ge0$, hence $n_{\rm sp}\ge1$. The present amplifiers have $n_{\rm sp}=(FG-1)/[2(G-1)]=1.592$. At the same gain, full inversion ($b=0$) would reduce the ASE by this factor, or 2.0 dB, and raise the OSNR to 25.0 dB. This assumes that the whole noise figure comes from incomplete inversion. In a real amplifier part of it comes from passive loss at the input, which inversion does not remove. With 1 dB of such loss the internal gain must be 21 dB, and full inversion gives only 24.0 dB.

The factor $h\nu B$ varies as $\lambda^{-3}$ at fixed $\Delta\lambda$: one power comes from $\nu$ and two come from $B$. With all other settings held fixed, the OSNR is 22.8 dB at 1530 nm and 23.1 dB at 1565 nm, so "about 23 dB" holds across this range.

## A second case: the same loss in shorter spans

The number of spans and the loss per span play different roles. Doubling the number of 20 dB spans costs 3 dB: the OSNR is 26.0 dB after five spans and 23.0 dB after ten. Now keep the total loss at 200 dB and divide it differently, holding $P$ and $n_{\rm sp}$ fixed. The total ASE is proportional to $N(G-1)$.

For ten spans of 20 dB this product is $10\times99=990$. For twenty spans of 10 dB it is $20\times9=180$. The OSNR improves by $10\log_{10}(990/180)=7.4$ dB, although there are twice as many amplifiers. Each amplifier now receives a stronger signal and needs less gain.

In the limit of very many short spans, write the total loss factor as $e^{\Lambda}$, with $\Lambda=10\ln100=46.05$. Then $G=e^{\Lambda/N}$ and

$$
N\left(e^{\Lambda/N}-1\right)\to\Lambda .
$$

The improvement over the original link approaches $10\log_{10}(990/46.05)=13.3$ dB. It is finite because continuous loss still has to be balanced by continuous gain. The limit assumes that $n_{\rm sp}$ stays fixed and that an amplifier adds no loss of its own. If instead each amplifier keeps a fixed $F>1$, the total ASE is proportional to $N\left(Fe^{\Lambda/N}-1\right)$. This grows like $N(F-1)$ at large $N$, so there is a best number of spans. For $F=5$ dB, twenty spans of 10 dB give $20\times30.6=612$ against $3152$, an improvement of 7.1 dB. A fixed passive loss factor $L$ at each amplifier input is a different case. At fixed $n_{\rm sp}$ the total is proportional to $N\left(Le^{\Lambda/N}-1\right)$, which also has a best $N$, but $F$ falls with the gain. For a 1 dB loss and $F=5$ dB at $G=20$ dB, $F$ is 4.8 dB at $G=10$ dB and tends to 2.2 dB as $G\to1$, and twenty spans give an improvement of 7.3 dB.

Shorter spans also raise the mean power in the fibre. Averaging the exponential decay over one span gives $P(1-1/G)/\ln G$. This is $0.21P$ for a 20 dB span and $0.39P$ for a 10 dB span. The comparison above counts ASE alone and leaves out the nonlinear effects of this higher power.

## The model beside a real link

The parameters resemble those of a long-distance link with standard single-mode fibre and erbium-doped amplifiers. A loss of 0.2 dB/km gives 20 dB in 100 km, and a 5 dB noise figure and a launch power near 0 dBm per channel are roughly typical. Of the departures estimated below for a channel in the middle of the band, the largest concerns the signal quality rather than the OSNR: real fibre is not quite linear. Its refractive index depends slightly on intensity (the Kerr effect), so channels disturb themselves and one another. For a rough size we quote the Gaussian-noise model, which is not derived here and plays no part in the result above. It treats the disturbance as added noise. We take a channel in the middle of 80 channels spaced by 50 GHz, with a flat, filled spectrum, equal power in both polarizations, a Kerr coefficient of 1.3 W$^{-1}$km$^{-1}$ and a dispersion of 21.7 ps$^2$/km in magnitude, and add the contributions of the spans as powers. The model then gives $1.75\,\mu\text{W}$ of interference in the reference band, beside $5.04\,\mu\text{W}$ of ASE. The ratio of signal to both together is 21.7 dB, which is 1.3 dB below the OSNR. The value $1.75\,\mu\text{W}$ comes from the model's approximate closed form. Keeping the finite span length exactly raises it by about 2%, and also adding the spans coherently raises it by about 10% in all, which makes the penalty 1.4 dB.

This interference lies under the signal and is not ASE, so it does not change the OSNR as defined here. It does limit the use of launch power as a remedy. If all channels are raised together, the model's interference grows as $P^3$. Writing it as $\eta P^3$ and the ASE as $A$, we have

$$
\frac{d}{dP}\,\frac{P}{A+\eta P^3}=\frac{A-2\eta P^3}{(A+\eta P^3)^2}.
$$

The best ratio occurs when the interference is half the ASE, here $2.52\,\mu\text{W}$. The power may therefore rise by the factor $(2.52/1.75)^{1/3}=1.13$, or about 0.5 dB (0.4 dB with the 10% larger coherent value). Beyond that the OSNR of the linear model still increases, but the signal quality predicted by the interference model falls. In a real link even the OSNR need not keep rising: with the unequalized Raman transfer described below, the OSNR of the middle channel peaks near 25 dB at a launch power of about 4 dBm.

Two smaller departures affect the OSNR itself. A booster at the transmitter that emits as much ASE as a line amplifier makes eleven equal sources and lowers the OSNR to 22.6 dB. Amplifiers may also hold the sum of signal and ASE constant, so that growing ASE displaces signal. With $n_{\rm sp}$ fixed and ASE counted within the channel slots, the signal then falls by 0.09 dB over the link and the OSNR by 0.04 dB. The OSNR falls less mainly because the reduced gain also acts on the ASE already present. A further effect is strongest at the edges of the band: stimulated Raman scattering moves power from high-frequency to low-frequency channels. For this comb and a typical Raman gain slope near 0.03 W$^{-1}$km$^{-1}$THz$^{-1}$, it shifts the edge channels by roughly $\pm0.4$ dB per span. The shift accumulates along the link unless the gain is equalized. Without equalization the middle channel suffers too: after ten spans its power is about 0.8 dB lower and its OSNR about 0.3 dB lower.

## Values computed for the example and the checks

```
spans: 10
span loss = amplifier gain: 20.0 dB = 100.0
noise figure: 5.0 dB = 3.1623
launch power: 0.0 dBm = 1.000 mW
wavelength: 1550.0 nm, band 0.1 nm
optical frequency: 193.414 THz
photon energy: 1.2816e-19 J
reference bandwidth: 12.478 GHz
h nu B: 1.5992 nW = -57.961 dBm
F G - 1: 315.23
spontaneous-emission factor: 1.5921
ASE of one amplifier in B: 0.5041 uW
ASE of all amplifiers in B: 5.0411 uW
OSNR, full formula: 198.37 = 22.975 dB
OSNR, decibel budget: 22.961 dB
OSNR integrated, 1 spans: 32.975 dB
OSNR integrated, 2 spans: 29.964 dB
OSNR integrated, 5 spans: 25.985 dB
OSNR integrated, 10 spans: 22.975 dB
OSNR at 1530 nm: 22.806 dB
OSNR at 1565 nm: 23.100 dB
--- checks of the noise law ---
test gain: 4.0
noise factor, master equation: 2.63809
noise factor, formula: 2.63809
modes counted for B T = 40: 40
--- neglected effects ---
channels: 80, spacing 50 GHz
OSNR with noisy booster: 22.561 dB
signal droop at constant total power: 0.088 dB
OSNR with droop: 22.935 dB
thermal photons per mode, 300 K: 3.7e-14
signal photons per mode at amplifier input: 1561
finite-signal addition to noise factor: 0.00160
span length: 100 km
fibre loss: 0.20 dB/km
Kerr coefficient: 1.30 1/(W km)
dispersion |beta2|: 21.7 ps^2/km
effective length: 21.50 km
Kerr model, closed form / integral: 1.0000
Kerr interference in B: 1.75 uW
signal/(ASE + Kerr) in B: 21.68 dB
Kerr penalty: 1.29 dB
```
